\section*{Thomas-Fermi nuclear stopping: the square-root law and its inverse-fourth-power tail}

\section{What goes wrong without the origin of the exponent}

For a Coulomb repulsion screened by the Thomas-Fermi (TF) function of a neutral atom, the nuclear stopping of a slow ion varies as $\sqrt E$. Apply that law, with its correct limiting coefficient, to a nickel ion of 1000 eV in nickel. It gives 3533 eV/nm, while the same TF potential, treated in full, gives 1397 eV/nm. The law is right as a limit of the classical model and wrong here by a factor of 2.5. To know where it holds, one must know which part of the potential produces it.

The contributions are the energy transferred per collision, the tail of the potential, its core, and the correction to the tail. The assumptions are classical, elastic, binary collisions with a target atom at rest, and the pair potential
\begin{equation}
V(r)=\frac{Z_1Z_2e^2}{r}\,\phi(x),\qquad x=\frac ra ,
\label{V}
\end{equation}
in Gaussian units. Here $\phi$ is the screening function of a neutral TF atom and $a$ is a screening length common to both atoms. This form is an ansatz, examined in the last section.

\section{The energy transferred}

Let the ion have mass $M_1$, speed $v$ and laboratory energy $E=\tfrac12M_1v^2$. In the centre-of-mass frame the target atom, of mass $M_2$, moves with speed $u=M_1v/(M_1+M_2)$. The collision turns its velocity through $\theta$ without changing its magnitude, so the velocity changes by $2u\sin(\theta/2)$. This is also its final laboratory speed, because it started at rest. Hence
\begin{equation}
T=\tfrac12M_2\,4u^2\sin^2\tfrac\theta2=\gamma E\sin^2\tfrac\theta2,
\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.
\end{equation}
The stopping cross section is $T$ summed over impact parameters $b$. With $\sin^2(\theta/2)=(1-\cos\theta)/2$,
\begin{equation}
S_n=\int_0^\infty T\,2\pi b\,db=\pi\gamma E\int_0^\infty(1-\cos\theta)\,b\,db .
\label{S}
\end{equation}
Define $E_c=EM_2/(M_1+M_2)$ and the reduced quantities
\begin{equation}
\varepsilon=\frac{aE_c}{Z_1Z_2e^2},\qquad
s_n=\frac{\varepsilon S_n}{\pi a^2\gamma E}
=\frac{\varepsilon}{a^2}\int_0^\infty(1-\cos\theta)\,b\,db .
\label{sn}
\end{equation}

The relative motion has initial speed $v$. Angular momentum gives $r^2\dot\varphi=bv$, and energy gives $\dot r^2=v^2(1-V/E_c-b^2/r^2)$. Dividing $\dot\varphi$ by $\dot r$ and counting both halves of the orbit,
\begin{equation}
\theta=\pi-2b\int_{r_0}^\infty\frac{dr}{r^2\sqrt{1-V(r)/E_c-b^2/r^2}},
\label{theta}
\end{equation}
where the root vanishes at the closest approach $r_0$. As a test, Newton's equations were integrated for two bodies with $M_2/M_1=2.5$, $\varepsilon=0.01$ and $r_0=10a$. The target received the fraction 0.047886 of $E$, the same as from $\gamma\sin^2(\theta/2)$.

\section{The tail}

In a neutral TF atom of nuclear charge $Z$, electrons fill momentum space locally up to zero total energy. If $\Phi$ is the electrostatic potential, the density is $n=(2me\Phi)^{3/2}/(3\pi^2\hbar^3)$, and Poisson's equation is $\nabla^2\Phi=4\pi en$ outside the nucleus. Put $e\Phi=Ze^2\phi/r$ and use $\nabla^2\Phi=r^{-1}d^2(r\Phi)/dr^2$:
\begin{equation}
\frac{d^2\phi}{dr^2}=\frac{4}{3\pi Z}\left(\frac{2Z}{a_0}\right)^{3/2}
\frac{\phi^{3/2}}{\sqrt r},\qquad a_0=\frac{\hbar^2}{me^2}.
\end{equation}
Measuring $r$ in units of $a_Z=(9\pi^2/128)^{1/3}a_0Z^{-1/3}$ removes the constants:
\begin{equation}
\phi''=\frac{\phi^{3/2}}{\sqrt x},\qquad \phi(0)=1 .
\label{TF}
\end{equation}
A neutral atom has no field outside its charge. A finite edge would therefore need $\phi=\phi'=0$ there, and Eq.~\eqref{TF} would then give $\phi=0$ everywhere inside. The neutral atom must extend to infinity.

Try $\phi=Ax^{-p}$ at large $x$:
\begin{equation}
p(p+1)A\,x^{-p-2}=A^{3/2}x^{-3p/2-1/2}.
\end{equation}
Equal powers require $p+2=3p/2+1/2$, so $p=3$. Equal coefficients then require $12=\sqrt A$, so $A=144$ and
\begin{equation}
\phi\to\frac{144}{x^3},\qquad V\to\frac{C}{r^4},\qquad C=144\,Z_1Z_2e^2a^3 .
\label{tail}
\end{equation}
The density follows the $3/2$ power of the potential, and Poisson's equation ties that density back to the curvature of the potential. The inverse fourth power is the decay that satisfies both.

To see how $\phi$ joins this tail, write $\phi=144\,g/x^3$ and $t=\ln x$. Since $x^2d^2/dx^2=D(D-1)$ with $D=d/dt$, and the factor $e^{-3t}$ shifts $D$ to $D-3$, Eq.~\eqref{TF} becomes
\begin{equation}
(D-3)(D-4)g=\ddot g-7\dot g+12g=12g^{3/2}.
\end{equation}
Set $g=1-\eta$ with small $\eta$, so that $g^{3/2}\simeq1-\tfrac32\eta$. Then $\ddot\eta-7\dot\eta-6\eta=0$, whose decaying solution is
\begin{equation}
\eta=Fx^{-\sigma},\qquad \sigma^2+7\sigma-6=0,\qquad
\sigma=\frac{\sqrt{73}-7}{2}=0.772 .
\label{sigma}
\end{equation}
Integration inward from this tail, scaled to $\phi(0)=1$, gives $F=13.27$ and the initial slope $-1.588073$. Outward integration, with the slope bisected between solutions that hit zero and solutions that turn upward, gives $-1.588071$. The neutral atom is thus the solution with the tail \eqref{tail}. The approach is slow: $g$ is 0.17, 0.70 and 0.94 at $x=10$, 100 and 1000.

\section{The core}

At $r_0$ the root in Eq.~\eqref{theta} vanishes, so $V(r_0)=E_c(1-b^2/r_0^2)\le E_c$. As $V$ falls with distance, no collision reaches inside the head-on distance, where $V=E_c$, that is, $\phi(x)/x=\varepsilon$. When $\varepsilon\to0$ this distance grows without limit. The core is still there, but no orbit visits it.

A direct test keeps the tail and replaces the core, with $\phi=(1+x/144^{1/3})^{-3}$. At $\varepsilon=10^{-20}$ the stopping is 0.99998 times the limiting law derived next. The true TF function gives 0.9997.

\section{Area against energy: the exponent}

For $V=C/r^s$, measure lengths in $\ell=(C/E_c)^{1/s}$, with $r=\ell\rho$ and $b=\ell\beta$:
\begin{equation}
\theta=\pi-2\beta\int_{\rho_0}^\infty
\frac{d\rho}{\rho^2\sqrt{1-\rho^{-s}-\beta^2/\rho^2}} .
\end{equation}
Energy has disappeared, so $\theta$ depends on $\beta$ alone. Equation~\eqref{S} gives
\begin{equation}
S_n=\pi\gamma E\,\ell^2I_s\propto E\cdot E^{-2/s}=E^{1-2/s},\qquad
I_s=\int_0^\infty(1-\cos\theta)\,\beta\,d\beta .
\label{power}
\end{equation}
Two contributions compete. The energy scale of a transfer falls as $E$, while the effective target area grows as $E^{-2/s}$. For $s=4$ the area grows as $E^{-1/2}$, and half a power of $E$ survives. Stopping computed at two energies a factor of 16 apart gives exponents 0.33333, 0.50000 and 0.71429 for $s=3$, 4 and 7, in agreement with $1-2/s$.

The coefficient for $s=4$ follows from $u=r_0/r$ (no longer a speed) and $p=C/(E_cr_0^4)$. At closest approach $b^2/r_0^2=1-p$, so
\begin{align}
\theta&=\pi-2\sqrt{1-p}\int_0^1\frac{du}{\sqrt{1-pu^4-(1-p)u^2}}\nonumber\\
&=\pi-2\sqrt{1-p}\int_0^1\frac{du}{\sqrt{(1-u^2)(1+pu^2)}}
=\pi-2\sqrt{1-p}\,K(-p),
\end{align}
with $K(m)=\int_0^1du\,[(1-u^2)(1-mu^2)]^{-1/2}$. Since $\ell^2=r_0^2\sqrt p$, we have $\beta^2=(1-p)/\sqrt p$ and $d\beta^2/dp=-(1+p)/(2p^{3/2})$. As $\beta$ runs from 0 to $\infty$, $p$ runs from 1 to 0. With $(1-\cos\theta)\beta\,d\beta=\sin^2(\theta/2)\,d\beta^2$,
\begin{equation}
I_4=\int_0^1\cos^2\!\left[\sqrt{1-p}\,K(-p)\right]\frac{1+p}{2p^{3/2}}\,dp=0.5967 .
\end{equation}
Distant collisions cause no divergence: for small $p$, $K(-p)\simeq\frac\pi2(1-\frac p4)$, so $\theta\simeq3\pi p/4$ and the integrand falls as $\sqrt p$. Direct summation over impact parameters gives the same 0.5967.

From Eqs.~\eqref{sn} and \eqref{tail}, $C/E_c=144a^4/\varepsilon$, hence $\ell^2=12a^2/\sqrt\varepsilon$ and
\begin{equation}
s_n\to12I_4\sqrt\varepsilon=7.16\sqrt\varepsilon\qquad(\varepsilon\to0).
\label{law}
\end{equation}

\section{The correction to the tail}

In units of $\ell$, the potential with its first correction is $V/E_c=\rho^{-4}(1-\Lambda\rho^{-\sigma})$. Because $\ell/a=(144/\varepsilon)^{1/4}$, its strength is $\Lambda=F(\varepsilon/144)^{\sigma/4}$. To first order the stopping changes in proportion to $\Lambda$:
\begin{equation}
\frac{s_n}{12I_4\sqrt\varepsilon}\simeq1-\kappa\varepsilon^{\sigma/4},\qquad
\frac{d\ln s_n}{d\ln\varepsilon}\simeq\frac12-\frac{\kappa\sigma}{4}\varepsilon^{\sigma/4}.
\label{corr}
\end{equation}
The second relation is the logarithmic derivative of the first, kept to first order in the correction. Both hold only while the correction is small: at $\varepsilon=10^{-2}$ the first gives 0.04, against 0.34 from the full calculation. The computed shortfall at $\varepsilon=10^{-20}$ gives $\kappa=2.32$. Between $10^{-16}$ and $10^{-20}$ the shortfall varies with exponent 0.1929, against $\sigma/4=0.1930$. This small exponent makes the approach slow. The full calculation gives, with energies for Ni in Ni:
\begin{center}
\begin{tabular}{cccc}
$\varepsilon$ & $E$ (eV) & $s_n/(12I_4\sqrt\varepsilon)$ & local exponent\\
$10^{-2}$ & $2.1\times10^{3}$ & 0.34 & 0.26\\
$10^{-4}$ & $2.1\times10^{1}$ & 0.66 & 0.42\\
$10^{-6}$ & $2.1\times10^{-1}$ & 0.85 & 0.47\\
$10^{-8}$ & $2.1\times10^{-3}$ & 0.94 & 0.49
\end{tabular}
\end{center}

\section{Weighing the contributions for nickel in nickel}

Take $E=1000$ eV, $Z_1=Z_2=28$ and equal masses, so $\gamma=1$ and $E_c=E/2$. The screening length $a=(9\pi^2/128)^{1/3}a_0(Z_1^{2/3}+Z_2^{2/3})^{-1/2}$ is 0.01091 nm, and $\varepsilon=4.832\times10^{-3}$. A lattice constant set to 0.352 nm, as an input to the example, gives $N=91.71$ atoms per nm$^3$. With the full TF value $s_n=0.1969$,
\begin{equation}
NS_n=N\pi a^2E\,\frac{s_n}{\varepsilon}
=91.71\,\pi\,(0.01091)^2\,(1000)\,\frac{0.1969}{4.832\times10^{-3}}
\simeq1397\ \text{eV/nm}.
\end{equation}
The limiting law would put $7.16\sqrt{4.832\times10^{-3}}=0.498$ in place of 0.1969. The local exponent is 0.30, not 0.5.

Full TF stopping lies less than 10\,\% below the law, as a fraction of the law's value, only at energies under 0.021 eV. That is less than the thermal energy $kT=0.026$ eV at 300 K, and the head-on distance there is 2.0 nm, eight times the neighbour distance of 0.249 nm. A target atom at rest and a collision with one atom at a time are then both untenable. In this solid the square-root regime is a limit of the model, not a range of use. The limit is also a classical one: as $E\to0$ the wavelength grows as $E^{-1/2}$ but the head-on distance only as $E^{-1/4}$, so at low enough energy classical mechanics itself fails. For Ni in Ni the two lengths are equal near $5\times10^{-12}$ eV ($\varepsilon\simeq2\times10^{-17}$), so the results at $\varepsilon=10^{-20}$ test the classical model only.

An energy of 1000 eV lies at the low end of ion implantation. The assumption that moves the result most, among those sized here, is the TF screening. Real atomic densities decay exponentially. The Ziegler-Biersack-Littmark (ZBL) universal potential, a fitted average with exponential screening, gives 856 eV/nm, 39\,\% below the TF value. Most of this gap arises at intermediate distances, not in the far tail: the ZBL screening function is already 0.47 of the TF one at 0.086 nm, and collisions with $b<0.125$ nm alone give 841 against 1234 eV/nm. The screening length is also a choice: with the TF function and the Firsov length $(9\pi^2/128)^{1/3}a_0(Z_1^{1/2}+Z_2^{1/2})^{-2/3}=0.00972$ nm the stopping is 1202 eV/nm, 14\,\% lower. Relative to the TF value of 1397 eV/nm, collisions beyond the radius of a disc of area $N^{-2/3}$ (0.125 nm), which overlap neighbouring atoms, supply 12\,\%, and Lindhard-Scharff electronic stopping would add 79 eV/nm, or 6\,\%. A cohesive energy of roughly 4.4 eV per atom is 0.4\,\% of $E$, but binding matters more than this ratio suggests, because soft collisions are many: transfers below 4.4 eV supply about 2\,\% of the TF stopping. They occur at $b>0.21$ nm and are therefore part of the 12\,\% above. The reduced wavelength, $4\times10^{-5}$ nm, is far below the head-on distance of 0.086 nm. Channelling along crystal rows is not included.

\section{When the tail is different}

For exponential screening, $V/E_c\simeq Be^{-kx}/(\varepsilon x)$ at large $x$. Over a head-on distance $R=Xa$ much longer than $a/k$, the potential acts nearly as a hard sphere. Then $b=R\cos(\theta/2)$ and
\begin{equation}
\int_0^R(1-\cos\theta)\,b\,db=\int_0^R2\left(1-\frac{b^2}{R^2}\right)b\,db=\frac{R^2}{2}.
\end{equation}
Differentiating $\ln\varepsilon=\ln B-kX-\ln X$ gives $d\ln X/d\ln\varepsilon=-1/(1+kX)$. Since $S_n\propto ER^2$, the exponent is approximately $1-2/(1+kX)$, which tends to 1. The ZBL potential gives 0.90 at $\varepsilon=10^{-12}$. At 1000 eV its exponent is 0.44, so on the way down in energy it passes through $1/2$ with no inverse-fourth-power tail at all. An exponent near $1/2$ in a limited energy window therefore does not reveal such a tail.

The ansatz \eqref{V} has a limit even within TF theory. The tail \eqref{tail} belongs to the potential of one neutral atom as felt by a point charge. For two equal neutral atoms a distance $R$ apart, put $n(\mathbf r)=Z^2\nu(Z^{1/3}\mathbf r)$. The kinetic energy, proportional to $\int n^{5/3}d^3r$, and the Coulomb energy both scale as $Z^{7/3}$, so the interaction is $Z^{7/3}f(Z^{1/3}R)$. A tail $R^{-k}$ then carries the factor $Z^{(7-k)/3}$. The one-atom potential has a tail independent of $Z$, because $Za_Z^3$ is constant. If the two-atom energy shares that property, then $k=7$, and Eq.~\eqref{power} gives the exponent $5/7$. The square root thus follows from the screened-Coulomb ansatz with a neutral TF screening function. The numerical output follows.

\section*{Computed results}
\begin{verbatim}
TF initial slope, from tail / by shooting: -1.588073 / -1.588071
tail correction: sigma = 0.7720, F = 13.271
x =      10: phi = 2.4314e-02, x^3 phi/144 = 0.1688
x =     100: phi = 1.0024e-04, x^3 phi/144 = 0.6961
x =    1000: phi = 1.3513e-07, x^3 phi/144 = 0.9384
x =   10000: phi = 1.4245e-10, x^3 phi/144 = 0.9892
potential r^-3: stopping exponent 0.33333
potential r^-4: stopping exponent 0.50000
potential r^-7: stopping exponent 0.71429
I4 elliptic / direct: 0.596713 / 0.596713
limit coefficient 12*I4 = 7.1606
trajectory test: energy fraction 0.047886, law 0.047886
eps, Ni energy (eV), s_n, s_n/(12 I4 sqrt eps), local exponent:
  1e-01  2.070e+04  3.6833e-01  0.1627  0.0831
  1e-02  2.070e+03  2.4185e-01  0.3378  0.2636
  1e-03  2.070e+02  1.1649e-01  0.5145  0.3612
  1e-04  2.070e+01  4.7341e-02  0.6611  0.4159
  1e-06  2.070e-01  6.0714e-03  0.8479  0.4675
  1e-08  2.070e-03  6.6965e-04  0.9352  0.4870
  1e-12  2.070e-07  7.0805e-06  0.9888  0.4978
  1e-16  2.070e-11  7.1470e-08  0.9981  0.4996
  1e-20  2.070e-15  7.1583e-10  0.9997  0.4999
approach exponent: measured 0.1929, sigma/4 0.1930
approach coefficient kappa = 2.324
other core, same tail, eps=1e-20: ratio to law 0.99998
ZBL potential, eps=1e-12: local exponent 0.9038
Ni in Ni: Z = 28, mass = 58.69 u, E = 1000 eV
lattice constant (rough) = 0.352 nm, density = 91.71 nm^-3
screening length a = 0.01091 nm, eps = 4.8318e-03
reduced stopping s_n = 0.1969, local exponent = 0.3010
TF nuclear stopping = 1397.2 eV/nm
square-root law would give = 3532.6 eV/nm
ZBL nuclear stopping = 856.3 eV/nm, exponent = 0.4438
Lindhard-Scharff electronic stopping = 79.4 eV/nm
head-on distance at 1000 eV = 0.0856 nm
nearest-neighbour distance = 0.2489 nm
cell radius = 0.1251 nm, TF stopping from beyond it = 11.66 %
law good to 10 % below eps = 1.018e-07, E = 2.106e-02 eV
head-on distance there = 1.997 nm
reduced wavelength at 1000 eV = 3.77e-05 nm, there = 8.22e-03 nm
thermal energy kT at 300 K = 0.0259 eV
cohesive energy (rough) = 4.4 eV per atom, 0.44 % of E
\end{verbatim}
